# Positive Definiteness of the Shifted Sternheimer Operator in an Insulator

## What goes wrong without the shift

The first-order change of an occupied orbital $|v\rangle$ with energy $e_v$ obeys a linear equation whose operator is $H-e_v$. This operator has the eigenvalue zero on $|v\rangle$ itself and negative eigenvalues on all occupied states below it. It is therefore singular, and for every state above the lowest level it is also indefinite. The conjugate-gradient method rests on minimizing a quadratic function whose curvature is positive in every direction, and here that property is missing.

The cure is to add $\alpha P$, where $P$ projects on the occupied states. Two things must be shown: how large $\alpha$ has to be, and that the wanted solution does not depend on it.

## Setting and conventions

Hartree atomic units are used. $H$ is a fixed Hermitian one-electron Hamiltonian, bounded below, with eigenstates $H|n\rangle=e_n|n\rangle$. Labels $v,j$ denote occupied states and $c$ denotes empty (conduction) states. The projectors are

$$P=\sum_j |j\rangle\langle j|,\qquad Q=1-P=\sum_c|c\rangle\langle c| .$$

Where the spectrum is continuous, the sum over $c$ includes an integral. Because $P$ is built from eigenstates of $H$, it commutes with $H$.

In a crystal, a perturbation of wavevector $q$ carries a state at $k$ to $k+q$. Since $H$ conserves the wavevector, the response at $k+q$ has its own equation, with the operator

$$A=H_{k+q}-e_{vk}+\alpha P_{k+q}. \tag{1}$$

The energy $e_{vk}$ belongs to $k$, while the Hamiltonian and the projector belong to $k+q$. A molecule is the case without wavevector labels. The equations below are written on the full space, where $Q|v\rangle=0$; equation (1) is their block at $k+q$. When $q$ is not a reciprocal lattice vector, this block does not contain $|v\rangle$. Without the shift its eigenvalues are $e_{n,k+q}-e_{vk}$: negative for every occupied state at $k+q$ below $e_{vk}$, and zero only if one of them is degenerate with it.

Two energies characterize the insulator, with extremes taken over the whole Brillouin zone:

$$W=e_{\rm top}-e_{\rm bottom},\qquad E_g=e_{\rm cond}-e_{\rm top}>0 .$$

Here $e_{\rm bottom}$ and $e_{\rm top}$ are the lowest and highest occupied energies, and $e_{\rm cond}$ is the lowest conduction energy. Thus $W$ spans all occupied bands together, including any gaps between them.

## The equation for the conduction part

Let the Hamiltonian be $H+\lambda V$, and expand the orbital as $|v\rangle+\lambda|\delta v\rangle$ and its energy as $e_v+\lambda e_v^{(1)}$. The terms linear in $\lambda$ in the eigenvalue equation are

$$H|\delta v\rangle+V|v\rangle=e_v|\delta v\rangle+e_v^{(1)}|v\rangle ,$$

or, after rearrangement,

$$(H-e_v)|\delta v\rangle=-(V-e_v^{(1)})|v\rangle .$$

Apply $Q$ from the left. It commutes with $H$, and $Q|v\rangle=0$ removes the term with $e_v^{(1)}$:

$$(H-e_v)\,Q|\delta v\rangle=-QV|v\rangle . \tag{2}$$

If $e_v$ is degenerate, the expansion starts from the combinations that diagonalize $V$ within the level. Equation (2) is linear in $|v\rangle$ at a common $e_v$, so it then defines the conduction response of any other combination as well.

The shifted problem is

$$A|x_v\rangle=-QV|v\rangle . \tag{3}$$

It remains to show that $A$ is positive definite and that $|x_v\rangle=Q|\delta v\rangle$.

## The spectrum of the shifted operator

Let $A$ act on the eigenstates of $H_{k+q}$. On an occupied state $P$ gives one, and on an empty state it gives zero:

$$A|j\rangle=(e_j-e_v+\alpha)|j\rangle,\qquad A|c\rangle=(e_c-e_v)|c\rangle . \tag{4}$$

The shift moves the occupied eigenvalues rigidly and leaves the conduction eigenvalues where they were.

Both groups can be bounded. Since $e_j\ge e_{\rm bottom}$ and $e_v\le e_{\rm top}$,

$$e_j-e_v+\alpha\ge e_{\rm bottom}-e_{\rm top}+\alpha=\alpha-W .$$

Since $e_c\ge e_{\rm cond}$ and again $e_v\le e_{\rm top}$,

$$e_c-e_v\ge e_{\rm cond}-e_{\rm top}=E_g .$$

Expand any $|x\rangle$ in the domain of $H$ in eigenstates, with coefficients $x_j$ and $x_c$. The cross terms vanish by orthogonality, so

$$\langle x|A|x\rangle=\sum_j(e_j-e_v+\alpha)|x_j|^2+\sum_c(e_c-e_v)|x_c|^2 .$$

Replacing each factor by its lower bound, and then both bounds by the smaller one, gives

$$\boxed{\;\langle x|A|x\rangle\ge \min(E_g,\ \alpha-W)\,\langle x|x\rangle\;} \tag{5}$$

For $\alpha>W$ the right side is positive for every nonzero $|x\rangle$. The operator is then positive definite for all occupied $v$ and all $k$ and $q$, with a common positive lower bound.

The threshold $W$ cannot be lowered if one $\alpha$ is to serve all cases. Take $v$ at the top of the occupied bands and choose $q$ so that $k+q$ is the point where the lowest occupied energy lies. Equation (4) then contains the eigenvalue $\alpha-W$, which is zero at $\alpha=W$ and negative below. For one given $v$, $k$ and $q$ the weaker condition $\alpha>e_{vk}-\min_j e_{j,k+q}$ is enough.

## How large to choose the shift

A value just above $W$ makes $A$ positive definite, but it may leave a very small eigenvalue $\alpha-W$ and hence a poorly conditioned equation. When

$$\alpha\ge W+E_g ,$$

we have $\alpha-W\ge E_g$, and the bound in (5) is the gap. A further increase cannot improve it.

There is a cost at the other end. In a finite basis with highest energy $E_{\max}$, the largest eigenvalue of $A$ is the larger of $E_{\max}-e_v$ and $\max_j e_j-e_v+\alpha$. Once $\alpha$ is so large that the second exceeds the first, and the smallest eigenvalue is the conduction value $\min_c e_c-e_v$ rather than a shifted occupied one, raising it further increases the ratio of largest to smallest eigenvalue, because the largest grows while the smallest stays fixed. This ratio is only a rough guide to the work of a solver. For the detailed equation in the example below it begins to rise only near $\alpha\approx129$ hartree, and the preconditioned run needs 11, 14 and 16 steps at $\alpha=2$, 20 and 2000 hartree, where the ratio is 121, 118 and $1.8\times10^3$.

## The solution does not contain the shift

Apply $P$ to equation (3). On the right $PQ=0$. On the left $P$ commutes with $H$ and $P^2=P$, so

$$(H-e_v+\alpha)P|x_v\rangle=0 .$$

On the occupied space this operator has the eigenvalues $e_j-e_v+\alpha$, which are positive for $\alpha>W$. Hence $P|x_v\rangle=0$: the solution lies in the conduction space. There $\alpha P$ gives zero, and (3) becomes

$$(H-e_v)|x_v\rangle=-QV|v\rangle ,$$

which is equation (2). Its solution in the conduction space is unique, because $e_c-e_v\ge E_g>0$. Therefore $|x_v\rangle=Q|\delta v\rangle$. Taking the product with $\langle c|$ gives $(e_c-e_v)\langle c|x_v\rangle=-\langle c|V|v\rangle$, so that

$$|x_v\rangle=-\sum_c|c\rangle\frac{\langle c|V|v\rangle}{e_c-e_v}. \tag{6}$$

No $\alpha$ appears.

The projection on the right side of (3) matters. If it is omitted and $A|y_v\rangle=-V|v\rangle$ is solved instead, the product with $\langle c|$ gives the same conduction coefficients as before, but the product with $\langle j|$ gives

$$\langle j|y_v\rangle=-\frac{\langle j|V|v\rangle}{e_j-e_v+\alpha}. \tag{7}$$

This occupied part depends on the chosen shift and has no physical meaning. It can be removed afterwards by applying $Q$.

## Why the conduction part is enough

The true $|\delta v\rangle$ may also have components on other occupied states, and equation (3) discards them. For quantities that depend on the filled space as a whole, nothing is lost. The first-order change of the projector is $\delta P=\sum_v\left(|\delta v\rangle\langle v|+|v\rangle\langle\delta v|\right)$. Its element between occupied states $j$ and $v$ is $\langle j|\delta v\rangle+\langle\delta j|v\rangle$, which is the first-order change of $\langle j|v\rangle$ and vanishes because the orbitals stay orthonormal. Only the parts $Q|\delta v\rangle$ therefore enter $\delta P$. The second-order energy illustrates the same cancellation. For Hermitian $V$, perturbation theory gives

$$e_v^{(2)}=\sum_{n\ne v}\frac{|\langle n|V|v\rangle|^2}{e_v-e_n}.$$

In the sum over occupied $v$, each pair of occupied states $v,j$ appears twice, with the same numerator and opposite denominators:

$$\frac{|\langle j|V|v\rangle|^2}{e_v-e_j}+\frac{|\langle v|V|j\rangle|^2}{e_j-e_v}=0 .$$

Within a degenerate level, the combinations that diagonalize $V$ have no mutual coupling, so no such pair arises. What remains is the sum over empty states, and comparison with (6) gives

$$E_2=-\sum_{v,c}\frac{|\langle c|V|v\rangle|^2}{e_c-e_v}=\sum_v\langle v|V|x_v\rangle . \tag{8}$$

This is the coefficient of $\lambda^2$ in the sum of occupied eigenvalues at fixed $H$ and $V$. An individual perturbed orbital, by contrast, does need its occupied components.

## What an iterative solver sees

Start conjugate gradients from zero with the right side $|b\rangle=-QV|v\rangle$ and no preconditioner. The iterates are built from $|b\rangle$, $A|b\rangle$, $A^2|b\rangle$ and so on. Since $P|b\rangle=0$,

$$A|b\rangle=(H-e_v)|b\rangle ,$$

and this vector is again in the conduction space, because $H$ commutes with $P$. By repetition all the vectors are. In exact arithmetic the iterates are thus the same for every $\alpha$, including zero, and the solver meets positive curvature alone.

A preconditioner $K$ changes this. If $K$ does not commute with $P$, the vector $K|b\rangle$ generally has an occupied part, and the search directions leave the conduction space. Without the shift, a direction $|p\rangle$ with $\langle p|A|p\rangle<0$ can then occur. With $\alpha>W$, equation (5) excludes it for any direction.

## Worked example: a crystal with two filled bands

The model is a spinless one-dimensional crystal,

$$H=\tfrac12p^2+2V_1\cos Gx+2V_2\cos 2Gx ,$$

with lattice constant 4.0 bohr, $G=2\pi/4.0=1.5708$ bohr$^{-1}$, $V_1=-0.2$ and $V_2=0.3$ hartree. Two bands are filled. The calculation uses 12 $k$ points and 21 plane waves, and the extremes below are taken over these points. In hartree,

$$W=0.91546-(-0.08033)=0.99579,$$

$$E_g=1.55467-0.91546=0.63921,\qquad W+E_g=1.63500 .$$

Diagonalizing $A$ for every occupied state and every pair of $k$ points gives these lowest eigenvalues:

| $\alpha$ (hartree) | lowest eigenvalue of $A$ (hartree) |
|---|---|
| 0.49789 | $-0.49789$ |
| 1.04579 | 0.05000 |
| 1.63500 | 0.63921 |
| 2.00000 | 0.63921 |

The first two values are $\alpha-W$ and the last two are $E_g$. The bound (5) is reached exactly, because the scan includes the pairs for which (4) gives $e_{\rm bottom}-e_{\rm top}+\alpha$ and $e_{\rm cond}-e_{\rm top}$.

**One equation in detail.** Take the top valence state at $k=0$, with $e_v=0.91546$ hartree, and $q=G/4=0.3927$ bohr$^{-1}$. The perturbation is $2\lambda\cos qx=\lambda(e^{iqx}+e^{-iqx})$. Its part $e^{iqx}$ turns $e^{ikx}u_v(x)$ into $e^{i(k+q)x}u_v(x)$, so it leaves the periodic part $u_v$ unchanged. The coupling to band $n$ at $k+q$ is therefore the overlap $\langle u_n|u_v\rangle$. With $\alpha=2.0$ hartree:

| band at $q$ | $e_n-e_v$ (hartree) | eigenvalue of $A$ (hartree) | squared overlap |
|---|---|---|---|
| 1, occupied | $-0.93260$ | 1.06740 | 0.014824 |
| 2, occupied | $-0.28396$ | 1.71604 | 0.715003 |
| 3, empty | 1.08744 | 1.08744 | 0.270148 |
| 4, empty | 2.88726 | 2.88726 | 0.000001 |

Without the shift, two eigenvalues are negative. With it, all are positive, and the two conduction entries have not moved.

Band 3 dominates the sum (6). Alone it gives

$$\langle u_v|x_v\rangle\approx-\frac{0.270148}{1.08744}=-0.24843\ \text{hartree}^{-1},$$

which agrees with the full solution, $-0.24843$ hartree$^{-1}$, to the digits shown. Solutions with four shifts, from $1.1W$ to 20 hartree, differ from the sum over states by at most $3.7\times10^{-15}$ hartree$^{-1}$ in norm.

If the right side is not projected, (7) gives an occupied part of norm

$$\sqrt{\frac{0.014824}{1.06740^2}+\frac{0.715003}{1.71604^2}}=0.5058\ \text{hartree}^{-1}.$$

This is larger than the norm of the wanted solution, 0.4780 hartree$^{-1}$. At $\alpha=4.0$ hartree it falls to 0.2310 hartree$^{-1}$, which confirms that it depends on the shift, as (7) states.

**A single wavevector.** For this $q$, the largest value of $e_{vk}-\min_j e_{j,k+q}$ on the grid is 0.93260 hartree, below $W$. A shift 0.01 hartree above it gives a lowest eigenvalue of 0.01000 hartree at this $q$ on the grid, but $-0.05319$ hartree when all wavevectors are included. The true maximum for this $q$ lies between grid points: it is 0.93927 hartree, near $k=-0.028\,G$, so over the whole zone the same shift leaves a margin of only 0.0033 hartree.

**Conjugate gradients.** After eight steps without a preconditioner, the iterates for $\alpha=0$ and $\alpha=2.0$ hartree differ by $6.4\times10^{-16}$ hartree$^{-1}$. Next, take the preconditioner $K=1/(1+T)$, where $T$ is the kinetic energy of each plane wave in hartree. The occupied part of $K|b\rangle$ has 22% of its norm. The smallest curvature $\langle p|A|p\rangle/\langle p|p\rangle$ met by the solver is $+1.1197$ hartree for $\alpha=2.0$ hartree and negative for $\alpha=0$; the size of the negative value depends on where the iteration is stopped and on rounding. The shifted run reduces the residual to $10^{-11}$ of its starting norm in 11 steps. For $\alpha=0$ the curvature is already negative at the second step, $-0.126$ hartree. In this small example the unshifted run still converges, in 13 steps when rounding is negligible, but the minimum principle on which the method relies is lost.

**Second-order energy.** Summing (8) over the filled bands, with both components $e^{\pm iqx}$, gives $E_2=-0.29692$ hartree$^{-1}$ per cell. An independent calculation diagonalizes a supercell of 12 cells at several finite values of $\lambda$ and takes half the second derivative of the summed occupied energies. It gives the same value to these digits, which supports both the solutions and the cancellation of the occupied pairs. This value belongs to the 12-point sampling; with 24, 48 or 96 $k$ points it becomes $-0.29694$ hartree$^{-1}$.

## Where the argument stops

**Inexact projector.** Let $\tilde P$ be a projector that does not commute with $H$, for instance one built from unconverged orbitals, and let $\tilde Q=1-\tilde P$. Use it on both sides of (3) and apply $\tilde P$. With $|x\rangle=\tilde P|x\rangle+\tilde Q|x\rangle$ and $\tilde P\tilde Q=0$,

$$\left[\tilde P(H-e_v)\tilde P+\alpha\right]\tilde P|x\rangle=-\tilde PH\tilde Q|x\rangle .$$

The right side no longer vanishes in general, so $\tilde P|x\rangle$ is not zero and $\alpha$ enters the solution. In the example, the second band at $q$ is mixed with the third by a rotation of 0.01 rad. Between $\alpha=2.0$ and 4.0 hartree the solution then changes by about $2\times10^{-3}$ hartree$^{-1}$, about 0.4% of the norm of the correct solution.

**Metals.** The bound needs $E_g>0$. In a metal, occupied and empty states lie arbitrarily close to the Fermi level, so $e_c-e_v$ has no positive lower bound common to all $k$ and $q$. The shift cannot help, since by (4) it does not act on the conduction eigenvalues.

**Self-consistency.** In a mean-field theory $V$ contains the potential induced by the response itself. At each step of the self-consistent cycle, (3) is solved with the current $V$, and the argument holds unchanged because $A$ does not contain $V$. Whether the cycle over $V$ converges is a separate question.

## Numbers as computed

```
lattice constant: 4.0 bohr
potential coefficients V1, V2: -0.2, 0.3 hartree
filled bands: 2; k points: 12; plane waves: 21
reciprocal vector G: 1.5708 1/bohr; q: 0.3927 1/bohr
lowest occupied energy: -0.08033 hartree
highest occupied energy: 0.91546 hartree
lowest conduction energy: 1.55467 hartree
occupied bandwidth W: 0.99579 hartree
fundamental gap Eg: 0.63921 hartree
W + Eg: 1.63500 hartree
alpha 0.49789: lowest eigenvalue of A -0.49789 hartree
alpha 1.04579: lowest eigenvalue of A 0.05000 hartree
alpha 1.63500: lowest eigenvalue of A 0.63921 hartree
alpha 2.00000: lowest eigenvalue of A 0.63921 hartree
threshold for this q alone: 0.93260 hartree
alpha 0.01 above it: lowest, this q 0.01000 hartree
same alpha: lowest, all q -0.05319 hartree
detailed case, e_v at k=0: 0.91546 hartree
chosen alpha: 2.0 hartree
band 1 at q (occupied): energy -0.01714, minus e_v -0.93260, in A 1.06740 hartree
  overlap squared with u_v: 0.014824
band 2 at q (occupied): energy 0.63150, minus e_v -0.28396, in A 1.71604 hartree
  overlap squared with u_v: 0.715003
band 3 at q (empty): energy 2.00290, minus e_v 1.08744, in A 1.08744 hartree
  overlap squared with u_v: 0.270148
band 4 at q (empty): energy 3.80272, minus e_v 2.88726, in A 2.88726 hartree
  overlap squared with u_v: 0.000001
norm of solution x: 0.477966 1/hartree
overlap <u_v|x>: -0.248430 1/hartree
largest deviation from state sum: 3.7e-15 1/hartree
unprojected, occupied norm, alpha 2.0: 0.505778 1/hartree
unprojected, occupied norm, alpha 4.0: 0.230984 1/hartree
projector rotation: 0.01 rad; change of x between these alphas: 2.02e-03 1/hartree
plain CG, 8 steps, alpha 0 against 2.0: difference 6.4e-16 1/hartree
occupied fraction of preconditioned start (norm): 0.2202
preconditioned CG, alpha 2.0: 11 steps, error 7.4e-15 1/hartree
smallest curvature, alpha 2.0: 1.1197 hartree
smallest curvature, alpha 0: -0.5348 hartree
finite-difference step in lambda: 0.01 hartree
E2 per cell, Sternheimer: -0.2969205 1/hartree
E2 per cell, supercell: -0.2969204 1/hartree
```
